# Superexchange on a Spin-Orbit-Coupled Bond and Its Hidden Rotation: verification in Python

```python
"""Superexchange on one bond with spin-dependent hopping.

Result under test: for H = c1^dag T c2 + h.c. + U sum_i n_i,up n_i,down with
T = t0 + i v.sigma (t0, v real), two electrons and |T| << U,
  H_eff = JH S1.S2 + D.(S1 x S2) + Gamma (n.S1)(n.S2) - t^2/U,
  JH = 4(t0^2-|v|^2)/U,  D = 8 t0 v/U,  Gamma = 8|v|^2/U,  n = v/|v|,
and a rotation of spin 2 by 2*theta about n, tan(theta) = |v|/t0, turns the
bond into an isotropic one with J = 4 t^2/U, t^2 = t0^2+|v|^2.
Energies are in meV. The Fock space is built with Jordan-Wigner matrices.
"""
import numpy as np
from functools import reduce
from scipy.linalg import expm
from scipy.constants import k as k_B, e as e_charge

rng = np.random.default_rng(7)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one = np.eye(2)
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c], levi[a, c, b] = 1.0, -1.0


def kron_all(factors):
    return reduce(np.kron, factors)


# Fermion operators; mode order: site 1 up, down, site 2 up, down
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
modes = [kron_all([parity] * m + [lower] + [one] * (3 - m)) for m in range(4)]
site = [modes[:2], modes[2:]]
number = [sum(f.T @ f for f in s) for s in site]
double = sum(s[0].T @ s[0] @ s[1].T @ s[1] for s in site)
spin = [[0.5 * sum(pauli[a][p, q] * s[p].T @ s[q]
                   for p in range(2) for q in range(2))
         for a in range(3)] for s in site]
n1, n2 = np.diag(number[0]), np.diag(number[1])
single_occ = np.where((np.abs(n1 - 1) < 1e-9) & (np.abs(n2 - 1) < 1e-9))[0]
two_electrons = np.where(np.abs(n1 + n2 - 2) < 1e-9)[0]
low = np.ix_(single_occ, single_occ)
S1 = [s[low] for s in spin[0]]
S2 = [s[low] for s in spin[1]]


def hop_matrix(t0, v):
    return t0 * one + 1j * np.einsum('a,aij->ij', v, pauli)


def hopping(T):
    h = sum(T[p, q] * site[0][p].T @ site[1][q]
            for p in range(2) for q in range(2))
    return h + h.conj().T


def second_order(T, U):
    """Virtual hops with the energy denominators of the Fock states."""
    h = hopping(T)
    cost = U * np.diag(double)
    inverse = np.where(cost > 0, 1 / np.where(cost > 0, cost, 1), 0)
    return -(h @ np.diag(inverse) @ h)[low]


def expand(h):
    """Constant, one-spin coefficients and exchange tensor of a 4x4 matrix."""
    const = np.trace(h).real / 4
    fields = np.array([np.trace(h @ s) for s in S1 + S2])
    tensor = np.array([[4 * np.trace(h @ S1[a] @ S2[b]) for b in range(3)]
                       for a in range(3)])
    assert np.allclose(tensor.imag, 0, atol=1e-9)
    return const, fields, tensor.real


def exact_low_energy(T, U):
    """Canonical effective matrix from the four lowest exact eigenstates."""
    sector = np.ix_(two_electrons, two_electrons)
    energy, vec = np.linalg.eigh((hopping(T) + U * double)[sector])
    rows = [list(two_electrons).index(i) for i in single_occ]
    left, _, right = np.linalg.svd(vec[rows, :4])
    basis = left @ right
    return energy, basis @ np.diag(energy[:4]) @ basis.conj().T


# Couplings from virtual hops against the formulas, random real t0 and v
for _ in range(5):
    a0, av, Ur = rng.normal(), rng.normal(size=3), rng.uniform(5, 20)
    const, fields, A = expand(second_order(hop_matrix(a0, av), Ur))
    assert np.allclose(fields, 0, atol=1e-12)
    assert np.isclose(const, -(a0**2 + av @ av) / Ur)
    assert np.allclose(0.5 * np.einsum('cab,ab->c', levi, A), 8*a0*av/Ur)
    assert np.allclose((A + A.T) / 2, 4*(a0**2 - av @ av)/Ur*np.eye(3)
                       + 8*np.outer(av, av)/Ur)
    # Exchanging the roles of the sites transposes the tensor
    swapped = expand(second_order(hop_matrix(a0, av).conj().T, Ur))[2]
    assert np.allclose(swapped, A.T)

# General complex hopping: trace formula, and no one-spin terms
Tc = rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2))
const, fields, A = expand(second_order(Tc, 9.0))
trace_form = np.array([[2/9*np.trace(pauli[a] @ Tc @ pauli[b] @ Tc.conj().T)
                        for b in range(3)] for a in range(3)])
assert np.allclose(fields, 0, atol=1e-12) and np.allclose(A, trace_form)
assert np.isclose(const, -np.trace(Tc @ Tc.conj().T).real / 18)

# Worked example
t0, v, U = 100.0, np.array([20.0, 10.0, 20.0]), 4000.0
v_abs = np.linalg.norm(v)
n = v / v_abs
t = np.hypot(t0, v_abs)
theta = np.arctan2(v_abs, t0)
T = hop_matrix(t0, v)
J, JH, Gamma = 4*t**2/U, 4*(t0**2 - v_abs**2)/U, 8*v_abs**2/U
H_eff = second_order(T, U)
const, fields, A = expand(H_eff)
D = 0.5 * np.einsum('cab,ab->c', levi, A)
D_abs = np.linalg.norm(D)
assert np.isclose(D_abs**2, Gamma * (J + JH))
assert np.isclose(np.trace(A) / 3, JH + Gamma / 3)

# Time reversal in Fock space: real t0 and v pass, complex ones fail
flip = expm(-1j * np.pi * (spin[0][1] + spin[1][1]))


def reversal_defect(matrix):
    h = hopping(matrix)
    return np.abs(flip @ h.conj() @ flip.conj().T - h).max()


assert reversal_defect(T) < 1e-9
assert reversal_defect(hop_matrix(t0, 1j * v)) > 1
assert reversal_defect(hop_matrix(1j * t0, v)) > 1

# Hidden rotation of the full Hubbard bond and of the spin operators
V = expm(2j * theta * sum(n[a] * spin[1][a] for a in range(3)))
H_full = hopping(T) + U * double
H_plain = hopping(t * one) + U * double
assert np.allclose(V @ H_full @ V.conj().T, H_plain, atol=1e-8)
cross_n = np.einsum('abc,b->ac', levi, n)
rotation = (np.cos(2*theta)*np.eye(3) - np.sin(2*theta)*cross_n
            + (1 - np.cos(2*theta))*np.outer(n, n))
for a in range(3):
    rotated = V.conj().T @ spin[1][a] @ V
    assert np.allclose(rotated, sum(rotation[a, b]*spin[1][b]
                                    for b in range(3)))
assert np.allclose(A, J * rotation)
assert np.allclose(np.linalg.svd(A)[1], J) and np.linalg.det(A) > 0

# Spectrum, exact gap, and size of the neglected orders
levels, states = np.linalg.eigh(H_eff)
assert np.allclose(levels, [-J, 0, 0, 0], atol=1e-9)
E_exact, H_exact = exact_low_energy(T, U)
gap_exact = E_exact[1] - E_exact[0]
assert np.isclose(gap_exact, (np.sqrt(U**2 + 16*t**2) - U)/2, atol=1e-8)
assert np.allclose(E_exact[1:4], 0, atol=1e-8)
error_U = np.linalg.norm(H_exact - H_eff)
error_2U = np.linalg.norm(exact_low_energy(T, 2*U)[1] - second_order(T, 2*U))
error_ratio = error_U / error_2U
assert abs(error_ratio - 8) < 0.1  # next order beyond t^4/U^3 is small

# Leaving out the symmetric anisotropic term splits the triplet
nS1 = sum(n[a] * S1[a] for a in range(3))
nS2 = sum(n[a] * S2[a] for a in range(3))
cut_levels = np.linalg.eigvalsh(H_eff - Gamma * nS1 @ nS2)
false_split = cut_levels[3] - cut_levels[1]
assert np.isclose(false_split, Gamma / 2)

# Ground-state correlations
g = states[:, 0]
dot = sum(S1[a] @ S2[a] for a in range(3))
chiral = sum(levi[c, a, b] * n[c] * S1[a] @ S2[b]
             for a in range(3) for b in range(3) for c in range(3))
dot_mean = (g.conj() @ dot @ g).real
chiral_mean = (g.conj() @ chiral @ g).real
singlet_weight = 0.25 - dot_mean
assert np.isclose(dot_mean, -(1 + 2*np.cos(2*theta))/4)
assert np.isclose(chiral_mean, -np.sin(2*theta)/2)
assert np.isclose(singlet_weight, np.cos(theta)**2)

# Classical canting: best partner of a given unit vector for spin 1
perp = np.cross(n, [0, 0, 1])
perp /= np.linalg.norm(perp)


def canting(direction):
    partner = -A.T @ direction
    partner /= np.linalg.norm(partner)
    return np.degrees(np.arccos(np.clip(-partner @ direction, -1, 1)))


cant_perp, cant_par = canting(perp), canting(n)
assert np.isclose(cant_perp, np.degrees(2*theta))
assert cant_par < 1e-4  # arccos near 1 loses half of the digits


# Susceptibility to a uniform field from the curvature of the ground energy
def susceptibility(direction, b=0.05):
    total = sum(direction[a] * (S1[a] + S2[a]) for a in range(3))
    e = [np.linalg.eigvalsh(H_eff - x*total)[0] for x in (-b, 0, b)]
    return -(e[0] - 2*e[1] + e[2]) / b**2


chi_perp, chi_par = susceptibility(perp), susceptibility(n)
assert np.isclose(chi_perp, 2*np.sin(theta)**2/J, rtol=1e-3)
assert abs(chi_par) < 1e-8

# Three spins: open chain and closed triangle
S3 = [[kron_all([pauli[a]/2 if j == i else one for j in range(3)])
       for a in range(3)] for i in range(3)]


def three_spin_levels(bonds):
    h = sum(M[a, b] * S3[i][a] @ S3[j][b]
            for i, j, M in bonds for a in range(3) for b in range(3))
    return np.linalg.eigvalsh(h)


def random_su2():
    q = rng.normal(size=4)
    q /= np.linalg.norm(q)
    return hop_matrix(q[0], q[1:])


R12, R23 = random_su2(), random_su2()
R31 = (R12 @ R23).conj().T
M12, M23, M31 = [expand(second_order(t*R, U))[2] for R in (R12, R23, R31)]
iso = J * np.eye(3)
assert np.allclose(three_spin_levels([(0, 1, M12), (1, 2, M23)]),
                   three_spin_levels([(0, 1, iso), (1, 2, iso)]))
triangle_iso = three_spin_levels([(0, 1, iso), (1, 2, iso), (2, 0, iso)])
assert np.allclose(three_spin_levels([(0, 1, M12), (1, 2, M23), (2, 0, M31)]),
                   triangle_iso)
triangle = three_spin_levels([(0, 1, A), (1, 2, A), (2, 0, A)])
quartet_split = triangle[7] - triangle[4]
assert np.isclose(triangle_iso[7], triangle_iso[4])
assert np.isclose(quartet_split, Gamma)


def row(values, digits=4):
    return ' '.join(f'{x + 0.0:.{digits}f}' for x in np.round(values, digits))


print(f'spin-independent hopping t0 = {t0:.1f} meV')
print(f'spin-dependent hopping v = ({row(v, 1)}) meV')
print(f'length |v| = {v_abs:.1f} meV')
print(f'axis n = ({row(n)})')
print(f'repulsion U = {U:.1f} meV')
print(f'total hopping t = {t:.4f} meV')
print(f'ratio t/U = {t/U:.5f}')
print(f'theta = {np.degrees(theta):.3f} degrees')
print(f'rotation angle 2 theta = {np.degrees(2*theta):.3f} degrees')
print('exchange tensor from virtual hops, rows x y z, meV:')
for line in A:
    print('  ' + row(line))
print(f'Heisenberg coefficient JH = {JH:.4f} meV')
print(f'DM vector D from tensor = ({row(D)}) meV')
print(f'length |D| = {D_abs:.4f} meV')
print(f'symmetric anisotropy Gamma = {Gamma:.4f} meV')
print(f'one third of tensor trace = {np.trace(A)/3:.4f} meV')
print(f'constant term = {const:.4f} meV')
print(f'hidden isotropic exchange J = {J:.4f} meV')
print(f'J / k_B = {J*1e-3*e_charge/k_B:.2f} K')
print(f'levels of H_eff = {row(levels)} meV')
print(f'exact Hubbard singlet-triplet gap = {gap_exact:.4f} meV')
print(f'J minus exact gap = {J - gap_exact:.4f} meV')
print(f'error of H_eff at U over error at 2U = {error_ratio:.3f}')
print(f'levels without Gamma term = {row(cut_levels)} meV')
print(f'false triplet splitting without Gamma = {false_split:.4f} meV')
print(f'ground state <S1.S2> = {dot_mean:.4f}')
print(f'ground state <n.(S1 x S2)> = {chiral_mean:.4f}')
print(f'weight of ordinary singlet = {singlet_weight:.4f}')
print(f'classical canting, spins perp. to n = {cant_perp:.3f} degrees')
print(f'classical canting, spins along n = {abs(cant_par):.3f} degrees')
print(f'susceptibility, field perp. to n = {chi_perp:.5f} 1/meV')
print(f'susceptibility, field along n = {abs(chi_par):.5f} 1/meV')
print('triangle levels without constant, meV:')
print('  isotropic bonds: ' + row(triangle_iso, 3))
print('  three equal bonds T: ' + row(triangle, 3))
print(f'splitting of upper quartet = {quartet_split:.4f} meV')
print('tests ok')
```

It prints:

```
spin-independent hopping t0 = 100.0 meV
spin-dependent hopping v = (20.0 10.0 20.0) meV
length |v| = 30.0 meV
axis n = (0.6667 0.3333 0.6667)
repulsion U = 4000.0 meV
total hopping t = 104.4031 meV
ratio t/U = 0.02610
theta = 16.699 degrees
rotation angle 2 theta = 33.398 degrees
exchange tensor from virtual hops, rows x y z, meV:
  9.9000 4.4000 -1.2000
  -3.6000 9.3000 4.4000
  2.8000 -3.6000 9.9000
Heisenberg coefficient JH = 9.1000 meV
DM vector D from tensor = (4.0000 2.0000 4.0000) meV
length |D| = 6.0000 meV
symmetric anisotropy Gamma = 1.8000 meV
one third of tensor trace = 9.7000 meV
constant term = -2.7250 meV
hidden isotropic exchange J = 10.9000 meV
J / k_B = 126.49 K
levels of H_eff = -10.9000 0.0000 0.0000 0.0000 meV
exact Hubbard singlet-triplet gap = 10.8705 meV
J minus exact gap = 0.0295 meV
error of H_eff at U over error at 2U = 7.968
levels without Gamma term = -10.4500 -0.4500 -0.4500 0.4500 meV
false triplet splitting without Gamma = 0.9000 meV
ground state <S1.S2> = -0.6674
ground state <n.(S1 x S2)> = -0.2752
weight of ordinary singlet = 0.9174
classical canting, spins perp. to n = 33.398 degrees
classical canting, spins along n = 0.000 degrees
susceptibility, field perp. to n = 0.01515 1/meV
susceptibility, field along n = 0.00000 1/meV
triangle levels without constant, meV:
  isotropic bonds: -8.175 -8.175 -8.175 -8.175 8.175 8.175 8.175 8.175
  three equal bonds T: -12.471 -12.471 -2.079 -2.079 6.375 6.375 8.175 8.175
splitting of upper quartet = 1.8000 meV
tests ok
```
